# Hydrogen 1s in a Uniform Field: First-Order State and Polarizability: verification in Python

```python
"""Hydrogen 1s in a static uniform field: first-order state and polarizability.

Result under test (atomic units, H = H0 + F*z, H0 = -Laplacian/2 - 1/r):
    psi1 = -z*(1 + r/2)*psi0,  E2 = -9/4,  alpha = -2*E2 = 9/2.
F is the field strength, psi0 = exp(-r)/sqrt(pi), E0 = -1/2.
The first-order change of the state is F*psi1 and of the energy F^2*E2.
Independent roads: symbolic algebra, diagonalization in a finite basis,
and the explicit sum over bound and continuum p states.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.special import eval_genlaguerre, eval_legendre, zeta

# ---------- Symbolic check of the differential equation ----------
r, theta = sp.symbols("r theta", positive=True)
a, b, c = sp.symbols("a b c")


def shifted_hamiltonian(psi):
    """Apply H0 - E0 in spherical coordinates (no azimuthal dependence)."""
    radial = sp.diff(r**2 * sp.diff(psi, r), r) / r**2
    angular = sp.diff(sp.sin(theta) * sp.diff(psi, theta), theta)
    angular = angular / (r**2 * sp.sin(theta))
    return -(radial + angular) / 2 - psi / r + psi / 2


def radial_operator(g):
    return (sp.diff(g, r, 2) + 2 * sp.diff(g, r) / r
            - 2 * g / r**2) / 2 - sp.diff(g, r)


g_any = sp.Function("g")(r)
full = shifted_hamiltonian(g_any * sp.cos(theta) * sp.exp(-r))
reduced = -radial_operator(g_any)
assert sp.simplify(full * sp.exp(r) / sp.cos(theta) - reduced) == 0

trial = a * r + b * r**2 + c * r**3
mismatch = sp.Poly(sp.expand(radial_operator(trial) - r), r)
solutions = sp.solve(mismatch.coeffs(), [a, b, c], dict=True)
assert len(solutions) == 1
coef = solutions[0]
assert sp.simplify(trial.subs(coef) + r * (1 + r / 2)) == 0

psi0_sym = sp.exp(-r) / sp.sqrt(sp.pi)
z_sym = r * sp.cos(theta)
psi1_sym = -z_sym * (1 + r / 2) * psi0_sym
residual = shifted_hamiltonian(psi1_sym) + z_sym * psi0_sym
assert sp.simplify(residual * sp.exp(r)) == 0
assert sp.simplify(shifted_hamiltonian(psi0_sym) * sp.exp(r)) == 0
for homogeneous in ((1 + 2 * r + 2 * r**2) / r**2, sp.exp(2 * r) / r**2):
    assert sp.simplify(radial_operator(homogeneous)) == 0

# ---------- Expectation values by quadrature over r and cos(theta) ----------
lag_x, lag_w = np.polynomial.laguerre.laggauss(40)
leg_x, leg_w = np.polynomial.legendre.leggauss(12)
radius = lag_x[:, None] / 2
z_grid = radius * leg_x[None, :]
density_weight = (lag_w[:, None] / 2) * leg_w[None, :] * 2 * radius**2
norm0 = np.sum(density_weight)
mean_z2 = np.sum(density_weight * z_grid**2)
mean_z2r = np.sum(density_weight * z_grid**2 * radius)
second_energy = -(mean_z2 + mean_z2r / 2)
alpha = -2 * second_energy
assert abs(norm0 - 1) < 1e-10
assert abs(mean_z2 - 1) < 1e-10 and abs(mean_z2r - 2.5) < 1e-10
assert abs(alpha - 4.5) < 1e-10

# ---------- Diagonalization of H0 + F*z in a Laguerre basis ----------
EXPONENT = 0.8      # deliberately different from the 1s exponent
N_RADIAL = 16
L_MAX = 4


def radial_basis(l, radii):
    """Return orthonormal reduced radial functions u and derivatives."""
    x = 2 * EXPONENT * np.asarray(radii, dtype=float)
    values, slopes = [], []
    for k in range(N_RADIAL):
        norm = math.sqrt(2 * EXPONENT * math.factorial(k)
                         / math.factorial(k + 2 * l + 2))
        poly = eval_genlaguerre(k, 2 * l + 2, x)
        dpoly = (-eval_genlaguerre(k - 1, 2 * l + 3, x)
                 if k > 0 else np.zeros_like(x))
        envelope = norm * x**l * np.exp(-x / 2)
        values.append(envelope * x * poly)
        slopes.append(2 * EXPONENT * envelope
                      * ((l + 1 - x / 2) * poly + x * dpoly))
    return np.array(values), np.array(slopes)


quad_r = lag_x / (2 * EXPONENT)
quad_w = lag_w * np.exp(lag_x) / (2 * EXPONENT)
size = N_RADIAL * (L_MAX + 1)
h_atom = np.zeros((size, size))
z_matrix = np.zeros((size, size))
tables = [radial_basis(l, quad_r) for l in range(L_MAX + 1)]
for l, (u, du) in enumerate(tables):
    block = slice(l * N_RADIAL, (l + 1) * N_RADIAL)
    assert np.allclose((u * quad_w) @ u.T, np.eye(N_RADIAL), atol=1e-9)
    potential = l * (l + 1) / (2 * quad_r**2) - 1 / quad_r
    h_atom[block, block] = (0.5 * (du * quad_w) @ du.T
                            + (u * quad_w * potential) @ u.T)
    if l < L_MAX:
        upper = slice((l + 1) * N_RADIAL, (l + 2) * N_RADIAL)
        angular = (l + 1) / math.sqrt((2 * l + 1) * (2 * l + 3))
        coupling = angular * (u * quad_w * quad_r) @ tables[l + 1][0].T
        z_matrix[block, upper] = coupling
        z_matrix[upper, block] = coupling.T


def ground_state(field):
    energies, vectors = np.linalg.eigh(h_atom + field * z_matrix)
    return energies[0], vectors[:, 0]


def wave_function(vector, distance, cosine):
    total = 0.0
    for l in range(L_MAX + 1):
        u = radial_basis(l, [distance])[0][:, 0]
        part = vector[l * N_RADIAL:(l + 1) * N_RADIAL] @ u / distance
        total += (part * math.sqrt((2 * l + 1) / (4 * math.pi))
                  * eval_legendre(l, cosine))
    return total


field = 0.002
energy_zero, _ = ground_state(0.0)
energy_field, state_field = ground_state(field)
energy_double, _ = ground_state(2 * field)
assert abs(energy_zero + 0.5) < 1e-10
shift_full = energy_field - energy_zero
shift_double = energy_double - energy_zero
alpha_one = -2 * shift_full / field**2
alpha_two = -2 * shift_double / (2 * field)**2
# Combining two fields removes the fourth-order energy contribution.
alpha_diag = (4 * alpha_one - alpha_two) / 3
assert abs(alpha_diag - alpha) < 1e-5

shift_second = -0.5 * alpha * field**2
remainder = shift_full - shift_second
remainder_double = shift_double + 0.5 * alpha * (2 * field)**2
remainder_ratio = remainder_double / remainder
assert abs(remainder_ratio - 16) < 0.1
dipole_linear = alpha * field
dipole_full = -state_field @ z_matrix @ state_field
assert abs(dipole_full - dipole_linear) < 5e-6

# The part odd in cos(theta) isolates the first-order wave function.
tiny_field = 1e-4
_, tiny_state = ground_state(tiny_field)
if wave_function(tiny_state, 1.0, 0.0) < 0:
    tiny_state = -tiny_state


def ratio_from_diagonalization(distance, cosine):
    odd = (wave_function(tiny_state, distance, cosine)
           - wave_function(tiny_state, distance, -cosine)) / 2
    return odd / (tiny_field * math.exp(-distance) / math.sqrt(math.pi))


def ratio_formula(distance, cosine):
    return -distance * cosine * (1 + distance / 2)


for distance in (1.0, 2.0, 4.0):
    for cosine in (-1.0, 0.5):
        numerical = ratio_from_diagonalization(distance, cosine)
        expected = ratio_formula(distance, cosine)
        assert abs(numerical / expected - 1) < 2e-4

# ---------- Explicit sum over bound and continuum p states ----------


def bound_term(n):
    """Contribution of the np state to alpha, with quadrature for the dipole."""
    scale = 1 + 1 / n
    rr = lag_x / scale
    norm = math.sqrt((2 / n)**3 / (2 * n * (n + 1) * n * (n - 1)))
    poly = eval_genlaguerre(n - 2, 3, 2 * rr / n)
    integral = np.sum(lag_w / scale * rr**3 * 2 * norm
                      * (2 * rr / n) * poly)
    return 2 * (integral**2 / 3) / (0.5 - 0.5 / n**2)


N_LAST = 60
bound_terms = [bound_term(n) for n in range(2, N_LAST + 1)]
# High members fall as n^-3; the Hurwitz zeta function sums that tail.
tail = bound_terms[-1] * N_LAST**3 * zeta(3, N_LAST + 1)
alpha_bound = sum(bound_terms) + tail


def continuum_dipole_squared(k):
    """|<k p|z|1s>|^2 for states normalized to a delta function in k."""
    coulomb_factor = (2 * np.pi / k) / (1 - np.exp(-2 * np.pi / k))
    return (128 / (3 * np.pi) * coulomb_factor * k**2
            * np.exp(-4 * np.arctan(k) / k) / (1 + k**2)**5)


for k_test in (0.5, 1.0):
    coulomb = np.array([float(mp.re(mp.coulombf(1, -1 / k_test, k_test * x)))
                        for x in lag_x])
    overlap = np.sum(lag_w * 2 * lag_x**2 * coulomb)
    direct = (2 / np.pi) * overlap**2 / 3
    assert abs(direct / continuum_dipole_squared(k_test) - 1) < 1e-6

nodes, weights = np.polynomial.legendre.leggauss(100)
t = (nodes + 1) / 2
k_grid = t / (1 - t)
k_weight = weights / 2 / (1 - t)**2
alpha_continuum = np.sum(k_weight * 2 * continuum_dipole_squared(k_grid)
                         / (0.5 + k_grid**2 / 2))
alpha_sum = alpha_bound + alpha_continuum
assert abs(alpha_sum - alpha) < 1e-5

# ---------- Worked numbers ----------
bohr = constants.physical_constants["Bohr radius"][0]
alpha_volume = alpha * (bohr / constants.angstrom)**3
alpha_si = 4 * math.pi * constants.epsilon_0 * alpha * bohr**3
equal_radius = -1 + math.sqrt(1 + 2 / field)
assert abs(abs(field * ratio_formula(equal_radius, -1)) - 1) < 1e-10

print("Atomic units (a.u.) unless another unit is shown")
print(f"coefficient a of r in g: {coef[a]}")
print(f"coefficient b of r^2 in g: {coef[b]}")
print(f"coefficient c of r^3 in g: {coef[c]}")
print(f"<z^2>: {mean_z2:.6f} a0^2")
print(f"<z^2 r>: {mean_z2r:.6f} a0^3")
print(f"second-order energy coefficient E2: {second_energy:.6f} a.u.")
print(f"alpha from the z term: {2 * mean_z2:.6f} a0^3")
print(f"alpha from the z*r/2 term: {mean_z2r:.6f} a0^3")
print(f"alpha from psi1: {alpha:.6f} a0^3")
print(f"alpha from diagonalization: {alpha_diag:.6f} a0^3")
print(f"alpha volume: {alpha_volume:.5f} angstrom^3")
print(f"alpha in SI: {alpha_si:.5e} C m^2/V")
print(f"2p contribution to alpha: {bound_terms[0]:.5f} a0^3")
print(f"all bound p states: {alpha_bound:.5f} a0^3")
print(f"continuum p states: {alpha_continuum:.5f} a0^3")
print(f"bound plus continuum: {alpha_sum:.5f} a0^3")
print(f"continuum share of alpha: {100 * alpha_continuum / alpha_sum:.2f} %")
print(f"chosen field F: {field:.4f} a.u.")
print(f"linear induced dipole: {dipole_linear:.7f} e a0")
print(f"dipole from diagonalization: {dipole_full:.7f} e a0")
print(f"second-order energy shift: {shift_second:.6e} hartree")
print(f"shift from diagonalization: {shift_full:.6e} hartree")
print(f"higher-order remainder: {remainder:.3e} hartree")
print(f"remainder ratio when F doubles: {remainder_ratio:.3f}")
print(f"field for pointwise psi1 test: {tiny_field:.1e} a.u.")
for distance in (1.0, 2.0, 4.0):
    exact_ratio = ratio_formula(distance, -1)
    diag_ratio = ratio_from_diagonalization(distance, -1)
    change = 100 * 2 * field * exact_ratio
    print(f"z = {-distance:.0f} a0: psi1/psi0 formula {exact_ratio:.4f} a.u.")
    print(f"  psi1/psi0 from diagonalization {diag_ratio:.4f} a.u.")
    print(f"  first-order density change at chosen F {change:.2f} %")
print(f"axis radius where |F psi1| = psi0: {equal_radius:.2f} a0")
print("success")
```

Running it gives:

```
Atomic units (a.u.) unless another unit is shown
coefficient a of r in g: -1
coefficient b of r^2 in g: -1/2
coefficient c of r^3 in g: 0
<z^2>: 1.000000 a0^2
<z^2 r>: 2.500000 a0^3
second-order energy coefficient E2: -2.250000 a.u.
alpha from the z term: 2.000000 a0^3
alpha from the z*r/2 term: 2.500000 a0^3
alpha from psi1: 4.500000 a0^3
alpha from diagonalization: 4.499999 a0^3
alpha volume: 0.66683 angstrom^3
alpha in SI: 7.41950e-41 C m^2/V
2p contribution to alpha: 2.95962 a0^3
all bound p states: 3.66326 a0^3
continuum p states: 0.83674 a0^3
bound plus continuum: 4.50000 a0^3
continuum share of alpha: 18.59 %
chosen field F: 0.0020 a.u.
linear induced dipole: 0.0090000 e a0
dipole from diagonalization: 0.0090018 e a0
second-order energy shift: -9.000000e-06 hartree
shift from diagonalization: -9.000889e-06 hartree
higher-order remainder: -8.891e-10 hartree
remainder ratio when F doubles: 16.017
field for pointwise psi1 test: 1.0e-04 a.u.
z = -1 a0: psi1/psi0 formula 1.5000 a.u.
  psi1/psi0 from diagonalization 1.5000 a.u.
  first-order density change at chosen F 0.60 %
z = -2 a0: psi1/psi0 formula 4.0000 a.u.
  psi1/psi0 from diagonalization 4.0000 a.u.
  first-order density change at chosen F 1.60 %
z = -4 a0: psi1/psi0 formula 12.0000 a.u.
  psi1/psi0 from diagonalization 12.0000 a.u.
  first-order density change at chosen F 4.80 %
axis radius where |F psi1| = psi0: 30.64 a0
success
```
